**Zak phase and Wannier centre of a delta comb**

For a comb of period $a$ and delta strength $g$, the lowest-band Wannier centre lies on the deltas when $g<0$ and midway between them when $g>0$. With the origin on a delta, the Zak phase $\gamma$ is 0 or $\pi$, and the centre is $a\gamma/2\pi$ modulo $a$. The program asserts that band edges from plane-wave diagonalisation agree with the transcendental equations, and that the slope of the even zone-boundary level equals its density on the delta. It also asserts that the phase from a loop of overlaps agrees with the product of parities, and that the centre found by integrating $x|W|^2$ lies where the phase puts it, $W$ being the Wannier function. For $a=4$ bohr and $g=\mp1$ hartree·bohr, the output puts the centre 0 and 2 bohr from a delta, with first gaps of 0.767 and 0.346 hartree. The zone-boundary parity follows the sign of $g$ at all six further strengths tried, from $-5$ to $+5$ hartree·bohr. Bands two and three have phase $\pi$ for both signs. When a second delta breaks inversion symmetry, the centre leaves the symmetric positions but still agrees with the phase.

## Verification by program

```python
"""
Result under test: for V(x) = g * sum_n delta(x - n*a), the lowest-band Wannier
centre lies on the deltas when g < 0 and midway between them when g > 0.
The Zak phase (origin on a delta) is 0 or pi, fixed by the product of the
parities at k = 0 and k = pi/a; the centre is a * phase / (2 pi), modulo a.

Symbols (Hartree atomic units): a period, g delta strength, k crystal momentum,
E energy, q = sqrt(2E) (imaginary for E < 0), W Wannier function.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10

a = 4.0
strength = 1.0
M = 60                         # plane waves n = -M ... M
NK = 101                       # k points in the Brillouin zone
n = np.arange(-M, M + 1)
G = 2 * np.pi * n / a
E_odd = np.pi**2 / (2 * a**2)  # sin(pi x/a), which vanishes on every delta
k_mesh = -np.pi / a + 2 * np.pi * np.arange(NK) / (a * NK)


def bare_coupling(g):
    """Strength in the truncated basis that allows for the omitted waves."""
    return 1 / (1 / g + a / (np.pi**2 * (M + 0.5)))


def solve_plane_waves(deltas, k):
    """deltas: list of (strength, position) within one cell."""
    H = np.diag(0.5 * (k + G)**2).astype(complex)
    for g, position in deltas:
        wave = np.exp(-1j * G * position)
        H += bare_coupling(g) / a * np.outer(wave, wave.conj())
    return np.linalg.eigh(H)


def parity(c, k, centre):
    """Real-space overlap of a Bloch state with its mirror image."""
    x = np.arange(400) * a / 400
    psi = np.exp(1j * np.outer(x, k + G)) @ c / np.sqrt(a)
    mirror = np.exp(1j * np.outer(2 * centre - x, k + G)) @ c / np.sqrt(a)
    return np.real(np.vdot(psi, mirror)) * a / 400


def band_vectors(deltas, count=3):
    return np.array([solve_plane_waves(deltas, k)[1][:, :count].T
                     for k in k_mesh])


def zak_phase(vectors):
    """Overlap-loop phase and the states in a smooth periodic gauge."""
    c = vectors.copy()
    for j in range(1, NK):
        overlap = np.vdot(c[j - 1], c[j])
        c[j] *= np.conj(overlap) / abs(overlap)
    closing = np.append(c[0][1:], 0)   # first state, moved by 2 pi/a in k
    phase = -np.angle(np.vdot(c[-1], closing))
    c *= np.exp(-1j * phase * np.arange(NK) / NK)[:, None]
    return phase, c


def wannier(c, points=250):
    """Density |W|^2 on NK cells, its centre and its weight in one cell."""
    h = a / points
    cell = np.arange(points) * h
    u = np.exp(1j * np.outer(cell, G)) @ c.T / np.sqrt(a)
    first = -(NK // 2)
    x = np.concatenate([cell + m * a for m in range(first, first + NK)])
    W = np.sum(np.exp(1j * np.outer(x, k_mesh)) * np.tile(u, (NK, 1)),
               axis=1) / NK
    density = abs(W)**2
    norm = np.sum(density) * h
    centre = np.sum(x * density) * h
    weight = np.sum(density[abs(x - centre) < a / 2]) * h
    return norm, centre, weight


def cos_and_sin_over_q(E, length):
    q = np.sqrt(2 * E + 0j)
    return np.cos(q * length).real, length * np.sinc(q * length / np.pi).real


def zone_centre_energy(g):
    def f(E):
        c, s = cos_and_sin_over_q(E, a / 2)
        return g * c - 2 * E * s
    return brentq(f, 0, E_odd, xtol=1e-14) if g > 0 else \
        brentq(f, -2 * g**2 - 1 / a**2 - 2 * abs(g) / a, 0, xtol=1e-14)


def even_boundary_energy(g):
    def f(E):
        c, s = cos_and_sin_over_q(E, a / 2)
        return c + g * s
    return brentq(f, E_odd, 4 * E_odd, xtol=1e-14) if g > 0 else \
        brentq(f, -2 * g**2, E_odd, xtol=1e-14)


def bloch_density(g, k, x):
    """Lowest-band density from the closed-form wave between two deltas."""
    def f(E):
        c, s = cos_and_sin_over_q(E, a)
        return c + g * s - np.cos(k * a)
    E = brentq(f, -2 * g**2, E_odd, xtol=1e-14)
    q = np.sqrt(2 * E + 0j)
    rho = abs(np.sin(q * (a - x)) + np.exp(1j * k * a) * np.sin(q * x))**2
    return rho / simpson(rho, x=x)


print(f"period a = {a:.1f} bohr")
print(f"odd zone-boundary level = {E_odd:.5f} hartree (both signs of g)")
x_cell = np.linspace(0, a, 401)
k_half = (np.arange(60) + 0.5) * np.pi / (60 * a)

for g, name in ((-strength, "attractive"), (strength, "repulsive")):
    # Band edges: closed equations against diagonalization.
    E0, E_even = zone_centre_energy(g), even_boundary_energy(g)
    levels0, states0 = solve_plane_waves([(g, 0.0)], 0.0)
    levels1, states1 = solve_plane_waves([(g, 0.0)], np.pi / a)
    assert abs(levels0[0] - E0) < 1e-5
    assert np.allclose(levels1[:2], sorted([E_odd, E_even]), atol=1e-5)
    gap = levels1[1] - levels1[0]

    # Slope of the even level equals its density on the delta.
    step = 1e-4
    slope = (even_boundary_energy(g + step)
             - even_boundary_energy(g - step)) / (2 * step)
    q = np.sqrt(2 * E_even + 0j)
    rho = abs(np.sin(q * (a / 2 - x_cell)))**2
    rho_delta = rho[0] / simpson(rho, x=x_cell)
    assert abs(slope - rho_delta) < 1e-5

    # Parities about a delta and about the midpoint.
    p0, p1 = (parity(states0[:, 0], 0.0, 0.0),
              parity(states1[:, 0], np.pi / a, 0.0))
    m0, m1 = (parity(states0[:, 0], 0.0, a / 2),
              parity(states1[:, 0], np.pi / a, a / 2))
    assert np.allclose([p0, p1, m0, m1],
                       [1, -np.sign(g), 1, np.sign(g)], atol=1e-4)

    # Zak phase from overlaps; Wannier centre from the position integral.
    vectors = band_vectors([(g, 0.0)])
    phase, smooth = zak_phase(vectors[:, 0])
    norm, centre, weight = wannier(smooth)
    assert abs(np.exp(1j * phase) - p0 * p1) < 1e-3
    assert abs(norm - 1) < 1e-3
    assert abs(abs(centre) - (0 if g < 0 else a / 2)) < 3e-3
    higher = [abs(zak_phase(vectors[:, b])[0]) for b in (1, 2)]
    assert np.allclose(higher, np.pi, atol=1e-3)

    # Every Bloch density of the band peaks at the Wannier centre.
    profiles = np.array([bloch_density(g, k, x_cell) for k in k_half])
    site = 0 if g < 0 else 200
    assert np.all(profiles[:, site] >= profiles.max(axis=1) - 1e-9)
    assert profiles[:, site].min() > 1 / a
    band_density = profiles.mean(axis=0)
    u_mid = smooth @ np.exp(1j * G * a / 2) / np.sqrt(a)
    assert abs(np.mean(abs(u_mid)**2) - band_density[200]) < 1e-3

    print(f"--- {name}: g = {g:+.1f} hartree bohr ---")
    print(f"zone-centre level = {E0:.5f} hartree")
    print(f"even zone-boundary level = {E_even:.5f} hartree")
    print(f"slope dE_even/dg = {slope:.5f} 1/bohr")
    print(f"even-state density on delta = {rho_delta:.5f} 1/bohr")
    print(f"first gap = {gap:.5f} hartree = {gap * HARTREE_EV:.3f} eV")
    print(f"parities about delta, k=0 and pi/a: {p0:+.3f}, {p1:+.3f}")
    print(f"parities about midpoint, k=0 and pi/a: {m0:+.3f}, {m1:+.3f}")
    print(f"|Zak phase|/pi, band 1 = {abs(phase) / np.pi:.4f}")
    print(f"|Zak phase|/pi, bands 2, 3 = {higher[0] / np.pi:.4f}, "
          f"{higher[1] / np.pi:.4f}")
    print(f"Wannier centre, distance from delta = {abs(centre):.4f} bohr"
          f" = {abs(centre) * BOHR_ANGSTROM:.4f} angstrom")
    print(f"weight of W in the cell about its centre = {weight:.4f}")
    print(f"filled-band density on delta = {band_density[0]:.4f} 1/bohr")
    print(f"filled-band density at midpoint = {band_density[200]:.4f} 1/bohr")
    print(f"least Bloch density at Wannier centre = "
          f"{profiles[:, site].min():.4f} 1/bohr")

# The parity rule at other strengths, from weak to strong.
print("--- other strengths: zone-boundary parity about delta ---")
for g in (-5.0, -0.5, -0.01, 0.01, 0.5, 5.0):
    state = solve_plane_waves([(g, 0.0)], np.pi / a)[1][:, 0]
    p = parity(state, np.pi / a, 0.0)
    assert abs(p + np.sign(g)) < 1e-4
    print(f"g = {g:+.2f} hartree bohr: parity = {p:+.3f}")

# Weak-coupling gap.
g_weak = 0.01
for g in (-g_weak, g_weak):
    weak_gap = abs(even_boundary_energy(g) - E_odd)
    assert abs(weak_gap / (2 * g_weak / a) - 1) < 0.02
    print(f"gap at g = {g:+.2f} hartree bohr: {weak_gap:.6f} hartree")
print(f"weak-coupling estimate 2|g|/a = {2 * g_weak / a:.6f} hartree")

# Moving the comb by a/4 moves the phase by pi/2.
shifted_phase = zak_phase(band_vectors([(-strength, a / 4)])[:, 0])[0]
assert abs(shifted_phase - np.pi / 2) < 1e-3
print(f"attractive comb moved by a/4: phase/pi = {shifted_phase / np.pi:.4f}")

# Without inversion symmetry the centre is no longer pinned.
second_position = 0.3 * a
print(f"--- second delta, strength g/2, at {second_position:.2f} bohr ---")
for g in (-strength, strength):
    pair = [(g, 0.0), (g / 2, second_position)]
    phase, smooth = zak_phase(band_vectors(pair)[:, 0])
    centre = wannier(smooth)[1]
    from_phase = a * phase / (2 * np.pi)
    difference = (centre - from_phase + a / 2) % a - a / 2
    assert abs(difference) < 3e-3
    assert 0.02 * np.pi < abs(phase) < 0.98 * np.pi
    print(f"g = {g:+.1f}: phase/pi = {phase / np.pi:+.4f}, centre from phase "
          f"= {from_phase:+.4f} bohr, from W = {centre:+.4f} bohr")

print("ALL CHECKS PASSED")
```

It prints:

```
period a = 4.0 bohr
odd zone-boundary level = 0.30843 hartree (both signs of g)
--- attractive: g = -1.0 hartree bohr ---
zone-centre level = -0.53320 hartree
even zone-boundary level = -0.45841 hartree
slope dE_even/dg = 1.09979 1/bohr
even-state density on delta = 1.09979 1/bohr
first gap = 0.76683 hartree = 20.867 eV
parities about delta, k=0 and pi/a: +1.000, +1.000
parities about midpoint, k=0 and pi/a: +1.000, -1.000
|Zak phase|/pi, band 1 = 0.0000
|Zak phase|/pi, bands 2, 3 = 1.0000, 1.0000
Wannier centre, distance from delta = 0.0000 bohr = 0.0000 angstrom
weight of W in the cell about its centre = 0.9868
filled-band density on delta = 1.0122 1/bohr
filled-band density at midpoint = 0.0325 1/bohr
least Bloch density at Wannier centre = 0.9414 1/bohr
--- repulsive: g = +1.0 hartree bohr ---
zone-centre level = 0.14496 hartree
even zone-boundary level = 0.65490 hartree
slope dE_even/dg = 0.23308 1/bohr
even-state density on delta = 0.23308 1/bohr
first gap = 0.34647 hartree = 9.428 eV
parities about delta, k=0 and pi/a: +1.000, -1.000
parities about midpoint, k=0 and pi/a: +1.000, +1.000
|Zak phase|/pi, band 1 = 1.0000
|Zak phase|/pi, bands 2, 3 = 1.0000, 1.0000
Wannier centre, distance from delta = 2.0000 bohr = 1.0584 angstrom
weight of W in the cell about its centre = 0.9618
filled-band density on delta = 0.0526 1/bohr
filled-band density at midpoint = 0.4083 1/bohr
least Bloch density at Wannier centre = 0.3603 1/bohr
--- other strengths: zone-boundary parity about delta ---
g = -5.00 hartree bohr: parity = +1.000
g = -0.50 hartree bohr: parity = +1.000
g = -0.01 hartree bohr: parity = +1.000
g = +0.01 hartree bohr: parity = -1.000
g = +0.50 hartree bohr: parity = -1.000
g = +5.00 hartree bohr: parity = -1.000
gap at g = -0.01 hartree bohr: 0.005020 hartree
gap at g = +0.01 hartree bohr: 0.004980 hartree
weak-coupling estimate 2|g|/a = 0.005000 hartree
attractive comb moved by a/4: phase/pi = 0.5000
--- second delta, strength g/2, at 1.20 bohr ---
g = -1.0: phase/pi = +0.0874, centre from phase = +0.1747 bohr, from W = +0.1747 bohr
g = +1.0: phase/pi = -0.7915, centre from phase = -1.5830 bohr, from W = -1.5830 bohr
ALL CHECKS PASSED
```
